# The sign of d33 in a crystal with negative e33

## Problem

A ferroelectric crystal has its spontaneous polarization along axis 3. Its stiffness at constant electric field has a cubic-like form, with $C_{11}=C_{22}=C_{33}=400$ GPa and $C_{12}=C_{13}=C_{23}=150$ GPa. Its piezoelectric stress constants are $e_{33}=-0.5$ C/m² and $e_{31}=e_{32}=-1.3$ C/m². All three are negative.

(a) Estimate the longitudinal strain coefficient $d_{33}$, the thickness strain per unit field along axis 3, for a crystal free of stress on all its faces.

(b) Calculate $d_{33}$ exactly within linear piezoelectricity, and find the condition that fixes its sign.

(c) The same material now forms a 10 nm capacitor layer whose lateral dimensions are held by a thick, rigid substrate. What does its thickness do when the field is applied?

**Conventions.** A positive field $E$ points along the spontaneous polarization. The normal strains are $\eta_1,\eta_2,\eta_3$, positive for extension, and a positive stress is a tension. The field is the voltage divided by the unstrained thickness. Electrode charge is counted per unit unstrained area, on electrodes that move with the material; the $e_{3j}$ are the constants that belong to this definition. A field along axis 3 is assumed to drive no shear, and the stiffness does not couple normal strains to shear strains. Shear therefore drops out, and $C_{44}$ is not needed.

The units combine conveniently. Since 1 C/m² times 1 V/m is 1 Pa, the quotient of 1 C/m² and 1 GPa is $10^{-9}$ m/V, or 1000 pm/V.

## First estimate by scaling

A field $E$ produces an internal driving stress of size $e_{3j}E$ along axis $j$. If each axis responded as an independent spring of stiffness $C_{11}$, the thickness would change at the rate

$$\frac{e_{33}}{C_{11}}=\frac{-0.5}{400}\times1000=-1.25\ \text{pm/V},$$

and each lateral dimension at the rate

$$\frac{e_{31}}{C_{11}}=\frac{-1.3}{400}\times1000=-3.25\ \text{pm/V}.$$

The axes are not independent. A lateral strain $\eta_1$ produces a stress $C_{12}\eta_1$ along axis 3, which the thickness relieves by a strain of about $-(C_{12}/C_{11})\eta_1$. The ratio is $r=C_{12}/C_{11}=0.375$, and there are two lateral axes, so the lateral contraction adds

$$-2r\,\frac{e_{31}}{C_{11}}=2\times0.375\times3.25=+2.44\ \text{pm/V}.$$

The estimate is the sum,

$$d_{33}\approx\frac{e_{33}-2re_{31}}{C_{11}}=-1.25+2.44\approx+1.2\ \text{pm/V}.$$

It suggests a positive coefficient of order 1 pm/V. But it is a difference between two larger terms, and it keeps the elastic coupling to first order in $r$ only. Since $r$ is not small, the sign has to be settled by the full solution.

## Exact solution

### Equilibrium under a field

At fixed voltage the equilibrium strain minimizes the electric enthalpy. The part that determines the linear response, per unit unstrained volume, is

$$h=\tfrac12C_{11}(\eta_1^2+\eta_2^2+\eta_3^2)+C_{12}(\eta_1\eta_2+\eta_2\eta_3+\eta_1\eta_3)-E\left[e_{31}(\eta_1+\eta_2)+e_{33}\eta_3\right].$$

The first two terms are elastic energy. The last is the piezoelectric coupling, and its minus sign fixes the meaning of $e$: the electrode charge per unit area is $-\partial h/\partial E$, so a strain $\eta_3$ at zero field changes it by $e_{33}\eta_3$. The stress is $\partial h/\partial\eta_j$, which must vanish for each $j$ in a free crystal:

$$C_{11}\eta_1+C_{12}(\eta_2+\eta_3)=e_{31}E,$$
$$C_{11}\eta_2+C_{12}(\eta_1+\eta_3)=e_{31}E,$$
$$C_{11}\eta_3+C_{12}(\eta_1+\eta_2)=e_{33}E.$$

For this stationary point to be a minimum, the elastic energy must be positive for every nonzero strain. A uniform strain along $(1,1,1)$ has stiffness $C_{11}+2C_{12}=700$ GPa. Any strain whose components sum to zero has stiffness $C_{11}-C_{12}=250$ GPa. Both are positive, so the crystal is stable against all normal strains, the only ones that enter here.

Subtracting the second equation from the first gives $(C_{11}-C_{12})(\eta_1-\eta_2)=0$, hence $\eta_1=\eta_2$. Two equations remain:

$$(C_{11}+C_{12})\eta_1+C_{12}\eta_3=e_{31}E,\qquad 2C_{12}\eta_1+C_{11}\eta_3=e_{33}E.$$

To eliminate $\eta_1$, multiply the second by $C_{11}+C_{12}$, the first by $2C_{12}$, and subtract. The factor multiplying $\eta_3$ is

$$D=C_{11}(C_{11}+C_{12})-2C_{12}^2=(C_{11}-C_{12})(C_{11}+2C_{12}).$$

With $d_{33}=\eta_3/E$ the result is

$$d_{33}=\frac{(C_{11}+C_{12})e_{33}-2C_{12}e_{31}}{(C_{11}-C_{12})(C_{11}+2C_{12})}.$$

To eliminate $\eta_3$ instead, multiply the first equation by $C_{11}$, the second by $C_{12}$, and subtract. The factor multiplying $\eta_1$ is again $D$, so that

$$d_{31}=\frac{\eta_1}{E}=\frac{C_{11}e_{31}-C_{12}e_{33}}{(C_{11}-C_{12})(C_{11}+2C_{12})}.$$

Here $D=250\times700=175000$ GPa². The numerators are

$$550(-0.5)-300(-1.3)=-275+390=115,$$
$$400(-1.3)-150(-0.5)=-520+75=-445,$$

both in GPa C/m². Division by $D$ and conversion to pm/V give

$$d_{33}=+0.657\ \text{pm/V},\qquad d_{31}=-2.54\ \text{pm/V}.$$

The free crystal becomes thicker under a positive field, although $e_{33}$ is negative.

### The condition on the sign

Young's modulus $Y$ and Poisson's ratio $\nu$ make the competition visible. Consider a tension $\sigma$ along axis 3 at zero field. The lateral stress vanishes, so

$$(C_{11}+C_{12})\eta_1+C_{12}\eta_3=0,\qquad \eta_1=-\nu\eta_3,\qquad \nu=\frac{C_{12}}{C_{11}+C_{12}}=0.273.$$

Along axis 3,

$$\sigma=C_{11}\eta_3+2C_{12}\eta_1=\left(C_{11}-\frac{2C_{12}^2}{C_{11}+C_{12}}\right)\eta_3,$$

and therefore

$$Y=\frac{\sigma}{\eta_3}=\frac{D}{C_{11}+C_{12}}=318\ \text{GPa}.$$

Dividing the numerator and denominator of $d_{33}$ by $C_{11}+C_{12}$ turns it into

$$d_{33}=\frac{e_{33}-2\nu e_{31}}{Y}.$$

The two terms are $-1.57$ and $+2.23$ pm/V. Because $Y>0$ in a stable crystal, the sign condition is

$$d_{33}>0\quad\Longleftrightarrow\quad e_{33}>2\nu e_{31}=-0.709\ \text{C/m}^2.$$

The given value, $-0.5$ C/m², lies above this threshold.

The same expression describes the direct effect. The tension changes the electrode charge per unit area by

$$q=e_{33}\eta_3+2e_{31}\eta_1=(e_{33}-2\nu e_{31})\frac{\sigma}{Y}=d_{33}\sigma.$$

Stretching along axis 3 lowers the charge through $e_{33}$. The accompanying lateral contraction raises it through $e_{31}$, and by more. Thus $e_{33}$ describes a stretch at fixed lateral size, while $d_{33}$ describes a pull with free sides. They are responses to different mechanical conditions and need not share a sign.

### Volume and shape

The two elastic stiffnesses offer a second reading. Split the driving constants into their mean, $\bar e=(2e_{31}+e_{33})/3$, and the remainder. The mean drives a uniform strain against $C_{11}+2C_{12}$. The remainder sums to zero and works against $C_{11}-C_{12}$. Its component along axis 3 is $e_{33}-\bar e=2(e_{33}-e_{31})/3$. Hence

$$d_{33}=\frac{e_{33}+2e_{31}}{3(C_{11}+2C_{12})}+\frac{2(e_{33}-e_{31})}{3(C_{11}-C_{12})}.$$

The first term is $-3.1/2100$, or $-1.48$ pm/V; the second is $1.6/750$, or $+2.13$ pm/V. The crystal loses volume under the field, but its change of shape lengthens axis 3 by more than the uniform contraction shortens it. The volume strain per field is $d_{33}+2d_{31}=-4.43$ pm/V, which is three times the first term, as it must be.

Two limits follow. If $C_{12}=0$, the axes decouple and $d_{33}=e_{33}/C_{11}=-1.25$ pm/V, so with these $e$ constants the positive sign needs the elastic coupling. If $C_{11}+2C_{12}$ grows without bound while $C_{11}-C_{12}$ stays at 250 GPa, the volume becomes fixed. Then $\nu\to1/2$, the first term vanishes and $d_{33}\to+2.13$ pm/V. In that limit the sign depends on whether $e_{33}$ exceeds $e_{31}$.

Stability also restricts the effect. From $\nu=C_{12}/(C_{11}+C_{12})$,

$$1-2\nu=\frac{C_{11}-C_{12}}{C_{11}+C_{12}}>0,$$

where the denominator is positive because $3(C_{11}+C_{12})$ equals $2(C_{11}+2C_{12})+(C_{11}-C_{12})$. Thus $\nu<1/2$, and for negative $e_{31}$ the threshold $2\nu e_{31}$ lies above $e_{31}$. A crystal of this elastic form with $e_{33}\le e_{31}<0$ therefore has a negative $d_{33}$, whatever its stable stiffness.

### The layer on a substrate

In part (c) the substrate imposes $\eta_1=\eta_2=0$. The lateral stresses need not vanish, since the substrate supplies them. The top surface is free, so the third equilibrium equation still holds and reduces to $C_{11}\eta_3=e_{33}E$. The clamped response is

$$d_{33}^{\text{film}}=\frac{e_{33}}{C_{11}}=-1.25\ \text{pm/V}.$$

The layer becomes thinner. To connect this with the free crystal, divide the third equation by $C_{11}E$:

$$d_{33}=\frac{e_{33}}{C_{11}}-\frac{2C_{12}}{C_{11}}d_{31}=-1.25+1.91=+0.66\ \text{pm/V}.$$

The second term is the thickening caused by lateral contraction. The substrate removes it.

An intermediate case shows how much lateral freedom is needed. Let the lateral strain be a fraction $f$ of its free value, $\eta_1=\eta_2=fd_{31}E$. Then

$$\frac{\eta_3}{E}=\frac{e_{33}-2C_{12}fd_{31}}{C_{11}},$$

which vanishes at

$$f=\frac{e_{33}}{2C_{12}d_{31}}=\frac{1.25}{1.91}=0.655.$$

The layer thickens only if more than about two thirds of the free lateral contraction can occur.

## Comparison of estimate and solution

The estimate gave $+1.2$ pm/V and the solution gives $+0.66$ pm/V. The sign agrees, but the estimate is too large by about 80% of the exact value. It used the uncoupled lateral rate of $-3.25$ pm/V, whereas the coupled rate is $-2.54$ pm/V. Dividing the first equilibrium equation by $C_{11}E$ gives $d_{31}=e_{31}/C_{11}-r(d_{31}+d_{33})$, where the $d_{31}$ in the bracket belongs to the other lateral axis. The contraction of that axis adds $+0.95$ pm/V, and the thickening along axis 3 takes back $0.25$ pm/V. Putting the correct lateral rate into the estimate's second term changes $2.44$ to $2\times0.375\times2.54=1.91$ pm/V and recovers the exact result.

The agreement in sign is less secure than it looks. Write the stiffness matrix as $C_{11}(I+rM)$, where $M$ has zeros on its diagonal and ones elsewhere. Then

$$d=\frac{1}{C_{11}}\left(I-rM+r^2M^2-\dots\right)e,$$

where $d$ and $e$ are the columns with components $d_{3j}$ and $e_{3j}$. The estimate keeps the first two terms. Since $M^2=2I+M$, the next contribution to $d_{33}$ is

$$\frac{r^2(2e_{33}+2e_{31})}{C_{11}}=\frac{0.1406\times(-3.6)}{400}\times1000=-1.27\ \text{pm/V}.$$

Adding it to $1.19$ pm/V, the estimate before rounding, gives $-0.08$ pm/V, which has the wrong sign. The series does converge: $M$ has eigenvalues $2,-1,-1$, so successive terms shrink by factors of $0.75$ in the uniform part and $0.375$ in the rest. The uniform part alternates in sign from term to term, since its ratio is $-2r=-0.75$, and it shrinks slowly enough that the first four partial sums, $-1.25$, $+1.19$, $-0.08$ and $+1.08$ pm/V, alternate in sign. Scaling identifies the competing effects and the order of magnitude; a reliable sign requires the full inverse, or a series carried on until its remainder is smaller than its sum.

## Reading the numbers for a capacitor

Take the 10 nm layer at 0.5 MV/cm, which corresponds to 0.5 V. The linear piezoelectric response alone gives the following changes. If the layer were free, its thickness strain would be $3.3\times10^{-5}$ and its thickness would grow by $0.657\times0.5=0.33$ pm. On the rigid substrate it shrinks by $1.25\times0.5=0.63$ pm.

**Uncertain constants.** Because $d_{33}$ is a difference, it magnifies errors in its inputs. Changing $e_{33}$ and the common value $e_{31}=e_{32}$ independently by $\pm10\%$ moves $d_{33}$ between 0.28 and 1.04 pm/V. Real orthorhombic crystals also have six different normal stiffness constants. Inverting the stiffness matrix numerically for all 64 combinations of $\pm10\%$ changes in these six, with the $e$ constants fixed, gives values from 0.21 to 1.47 pm/V. The sign survives each of these two variations taken separately, but when all the constants vary by $\pm10\%$ together, some combinations make $d_{33}$ slightly negative. For a material whose constants are known only to 10%, neither the first digit of 0.66 nor the sign is certain.

**Electrode attraction.** The linear calculation leaves out the attraction between the electrodes. At fixed voltage, the capacitor contributes to the enthalpy

$$-p\,\frac{(1+\eta_1)(1+\eta_2)}{1+\eta_3}\approx-p(1+\eta_1+\eta_2-\eta_3),\qquad p=\tfrac12\varepsilon_0\varepsilon_rE^2,$$

if the permittivity does not depend on strain. The fraction expresses the change of capacitance with area and thickness. Stationarity now adds driving stresses $+p$ along the lateral axes and $-p$ along axis 3. For tensions $\sigma_j$, the strain along axis 3 is $[\sigma_3-\nu(\sigma_1+\sigma_2)]/Y$, so the added strain is

$$\eta_3^{\text{M}}=-\frac{(1+2\nu)p}{Y}.$$

With a rough $\varepsilon_r=30$, $p=0.33$ MPa and $\eta_3^{\text{M}}=-1.6\times10^{-6}$, about 5% of the free piezoelectric strain. It is quadratic in the field, so it does not alter $d_{33}$, the slope at zero field.

**Electrostriction.** A further quadratic strain $QP_{\text{ind}}^2$ can arise from the field-induced polarization $P_{\text{ind}}=\varepsilon_0(\varepsilon_r-1)E=1.28$ µC/cm². It would equal the free piezoelectric strain in size if $|Q|$ were 0.20 m⁴/C². This is a scale and not an estimate of the correction. If the strain followed $QP^2$ in the total polarization, the same $Q$ would also produce a linear strain $2QP_sP_{\text{ind}}$, where $P_s$ is the spontaneous polarization. For $P_s$ well above $P_{\text{ind}}$ this would far exceed the stated piezoelectric strain, so $|Q|$ would have to be much smaller.

**Temperature.** For a rough thermal expansion coefficient of $6\times10^{-6}$ per kelvin, a free crystal warmed by 5.5 K thickens as much as it does under the field. A measurement of so small a strain must separate the two, for instance by reversing a small field about zero at constant temperature.

**The real case.** Ferroelectric hafnia capacitors have layers of about 10 nm, coercive fields of roughly 1 MV/cm and breakdown fields of roughly 4 MV/cm, so the example's field is in a realistic range. A stiffness of a few hundred GPa is also reasonable. The chosen $e_{33}$ is weak, however: first-principles calculations for the polar orthorhombic phase give values nearer $-1.4$ C/m², as a rough figure. With that value and all other constants unchanged,

$$d_{33}=\frac{-1.4+0.709}{318}\times1000=-2.17\ \text{pm/V}.$$

The positive coefficient is thus a property of the stated set of constants and not a prediction for hafnia in general. Real layers also break the assumption of free sides. For the stated constants, full clamping moves the response from $+0.66$ to $-1.25$ pm/V, a larger shift than any of the $\pm10\%$ variations above produces from the same starting value. Actual films contain grains of several orientations, substrates can bend, and at a field of half the coercive value domain walls can move and add to the strain; none of these effects is included here. A measured thickness response can therefore be compared with $d_{33}$ only after the lateral mechanical condition has been established.
